# Electrostatic broadening of nitride trap levels and its first corrections: test program

```python
"""Electrostatic broadening of identical traps by random unit charges.

Result under test: sigma = a*sqrt(2*pi*N*L), where sigma is the rms level
shift (eV), a = e^2/(4 pi eps0 eps_r) in eV nm, N is the charge density
(nm^-3), and L is the screening length (nm). Charges are independent.
The program also tests the line shape and sizes finite-stack, exclusion,
and charge-rearrangement effects. All energies are in eV, lengths in nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(71429)
density_cm3 = 1.0e19
density = density_cm3 * 1e-21
screening = 5.0
eps_nitride = 7.5
eps_oxide = 3.9
exclusion = 0.3
coulomb = const.e / (4*np.pi*const.epsilon_0*eps_nitride) * 1e9
k_boltzmann = const.k / const.e


def potential(r):
    return coulomb*np.exp(-r/screening)/r


# Differential equation and point-charge strength of the screened potential.
r_sym, a_sym, l_sym = sp.symbols("r a L", positive=True)
v_sym = a_sym*sp.exp(-r_sym/l_sym)/r_sym
assert sp.simplify(sp.diff(r_sym*v_sym, r_sym, 2)/r_sym
                   - v_sym/l_sym**2) == 0
assert sp.limit(-r_sym**2*sp.diff(v_sym, r_sym), r_sym, 0) == a_sym

# Bulk moments: radial quadrature against the closed forms.
sigma = coulomb*np.sqrt(2*np.pi*density*screening)
mean_shift = 4*np.pi*density*coulomb*screening**2


def variance_between(r_low, r_high):
    return quad(lambda r: density*4*np.pi*r*r*potential(r)**2,
                r_low, r_high, epsabs=1e-12)[0]


variance_quad = variance_between(0, 100)
mean_quad = quad(lambda r: density*4*np.pi*r*r*potential(r), 0, 200)[0]
assert abs(np.sqrt(variance_quad)/sigma - 1) < 1e-7
assert abs(mean_quad/mean_shift - 1) < 1e-7
half_radius = screening*np.log(2)/2
assert abs(variance_between(0, half_radius)/variance_quad - 0.5) < 1e-7
sigma_cut = sigma*np.exp(-exclusion/screening)
assert abs(np.sqrt(variance_between(exclusion, 100))/sigma_cut - 1) < 1e-7

# Line shape for randomly mixed signs, from its characteristic function.
dr = 0.01
radii = np.arange(dr/2, 60, dr)
wave = np.arange(0, 300.01, 0.25)
v_radii = potential(radii)
shell_number = 4*np.pi*density*radii**2*dr
characteristic = np.array([
    np.exp(-np.sum(shell_number*2*np.sin(k*v_radii/2)**2)) for k in wave])


def line_density(energy):
    return np.trapezoid(np.cos(wave*energy)*characteristic, wave)/np.pi \
        if hasattr(np, "trapezoid") else \
        np.trapz(np.cos(wave*energy)*characteristic, wave)/np.pi


def fraction_within(energy):
    values = energy*np.sinc(wave*energy/np.pi)*characteristic
    area = np.sum((values[1:]+values[:-1])*np.diff(wave))/2
    return 2*area/np.pi


peak = line_density(0)
half_width = brentq(lambda x: line_density(x)-peak/2, 0.01, 0.3)
fwhm = 2*half_width
gaussian_fwhm = 2*np.sqrt(2*np.log(2))*sigma
within_one = fraction_within(sigma)
outside_three = 1-fraction_within(3*sigma)

# Direct sampling of random charges in a large sphere.
sphere_radius = 6*screening
expected_number = density*4*np.pi*sphere_radius**3/3
mixed, mixed_cut, same_cut = [], [], []
for block in range(40):
    counts = rng.poisson(expected_number, 500)
    starts = np.r_[0, np.cumsum(counts)[:-1]]
    distance = sphere_radius*np.cbrt(rng.random(counts.sum()))
    shift = potential(distance)
    signs = 2*(rng.random(distance.size) < 0.5)-1
    shift_cut = np.where(distance > exclusion, shift, 0)
    mixed.append(np.add.reduceat(signs*shift, starts))
    mixed_cut.append(np.add.reduceat(signs*shift_cut, starts))
    same_cut.append(np.add.reduceat(shift_cut, starts))
mixed = np.concatenate(mixed)
mixed_cut = np.concatenate(mixed_cut)
same_cut = np.concatenate(same_cut)
mean_cut = (4*np.pi*density*coulomb*screening*(screening+exclusion)
            * np.exp(-exclusion/screening))
# Sampling error is about one percent in rms; sphere truncation affects mean.
assert abs(mixed_cut.std()/sigma_cut - 1) < 0.04
assert abs(same_cut.std()/sigma_cut - 1) < 0.04
assert abs(same_cut.mean()/mean_cut - 1) < 0.025
for limit in (half_width, sigma):
    assert abs(np.mean(abs(mixed) < limit)-fraction_within(limit)) < 0.015
assert abs(np.mean(abs(mixed) > 3*sigma)-outside_three) < 0.004
assert fwhm < gaussian_fwhm

# Layered film between grounded electrodes.
tunnel, film, blocking = 3.0, 6.0, 6.0
eps_ratio = eps_oxide/eps_nitride


def layered_green(q, s, source, lower, thickness, upper, ratio):
    beta_low = ratio/np.tanh(q*lower)
    beta_high = ratio/np.tanh(q*upper)
    reflect_low = (1-beta_low)/(1+beta_low)
    reflect_high = (1-beta_high)/(1+beta_high)
    left, right = np.minimum(s, source), np.maximum(s, source)
    numerator = (np.exp(-q*(right-left))
                 * (1+reflect_low*np.exp(-2*q*left))
                 * (1+reflect_high*np.exp(-2*q*(thickness-right))))
    return (2*np.pi*coulomb*numerator
            / (q*(1-reflect_low*reflect_high*np.exp(-2*q*thickness))))


nodes, weights = np.polynomial.legendre.leggauss(160)
unit, unit_weights = (nodes+1)/2, weights/2


def layered_sigma(source, lower, thickness, upper, ratio):
    q = (unit/(1-unit))[:, None]
    q_weight = unit_weights/(1-unit)**2
    s = np.r_[source*(1-unit**3), source+(thickness-source)*unit**3]
    s_weight = np.r_[source*3*unit**2*unit_weights,
                     (thickness-source)*3*unit**2*unit_weights]
    green = layered_green(q, s[None, :], source, lower, thickness,
                          upper, ratio)
    inner = green**2 @ s_weight
    return np.sqrt(density*np.sum(q_weight*q[:, 0]*inner)/(2*np.pi))


gap = 10.0
for height in (2.0, 5.0):
    gap_formula = coulomb*np.sqrt(4*np.pi*density*height*(gap-height)/gap)
    gap_numeric = layered_sigma(height, 1e-9, gap, 1e-9, 1.0)
    assert abs(gap_numeric/gap_formula-1) < 0.002
    if height == gap/2:
        gap_sigma = gap_numeric
assert abs(gap_sigma/sigma-1) < 0.002

# Finite-difference solution tests the layered Green function independently.
step = 0.05
stack = tunnel+film+blocking
intervals = int(round(stack/step))
z = step*np.arange(1, intervals)
mid_z = step*(np.arange(intervals)+0.5)
eps_mid = np.where((mid_z > tunnel) & (mid_z < tunnel+film), 1, eps_ratio)


def solve_stack(q, source_density):
    diagonal = ((eps_mid[:-1]+eps_mid[1:])/step**2
                + q*q*(eps_mid[:-1]+eps_mid[1:])/2)
    off = -eps_mid[1:-1]/step**2
    matrix = np.diag(diagonal)+np.diag(off, 1)+np.diag(off, -1)
    return np.linalg.solve(matrix, 4*np.pi*coulomb*source_density)


center_index = int(round((tunnel+film/2)/step))-1
point_source = np.zeros(z.size)
point_source[center_index] = 1/step
fd_green = solve_stack(0.3, point_source)
for depth in (1.0, 3.0, 5.0):
    index = int(round((tunnel+depth)/step))-1
    exact = layered_green(0.3, depth, film/2, tunnel, film, blocking,
                          eps_ratio)
    assert abs(fd_green[index]/exact-1) < 0.002
stack_sigma = layered_sigma(film/2, tunnel, film, blocking, eps_ratio)
stack_low = layered_sigma(1.0, tunnel, film, blocking, eps_ratio)
stack_high = layered_sigma(film-1.0, tunnel, film, blocking, eps_ratio)
effective_screening = stack_sigma**2/(2*np.pi*density*coulomb**2)

# Laterally uniform part of the potential when every charge has one sign.
inside_left = (mid_z[:-1] > tunnel) & (mid_z[:-1] < tunnel+film)
inside_right = (mid_z[1:] > tunnel) & (mid_z[1:] < tunnel+film)
smooth = solve_stack(0, density*(inside_left.astype(float)+inside_right)/2)
film_nodes = (z >= tunnel-step/4) & (z <= tunnel+film+step/4)
smooth_std = smooth[film_nodes].std()
smooth_range = np.ptp(smooth[film_nodes])
tunnel_field = 10*smooth[0]/step
blocking_field = 10*smooth[-1]/step
edge_slope = (4*np.pi*coulomb*density
              * (film*blocking/eps_ratio+film**2/2)
              / (tunnel/eps_ratio+film+blocking/eps_ratio))
assert abs(tunnel_field/(10*edge_slope/eps_ratio)-1) < 1e-6

# Periodic-box simulation of equal charges that can rearrange.
box = 6*screening
number = int(round(density*box**3))


def probe_shifts(positions, probe_count):
    probes = box*rng.random((probe_count, 3))
    delta = probes[:, None, :]-positions[None, :, :]
    delta -= box*np.rint(delta/box)
    distance = np.sqrt(np.einsum("ijk,ijk->ij", delta, delta))
    return np.where(distance > exclusion, potential(distance), 0).sum(axis=1)


def rearranged_shifts(temperature):
    positions = box*rng.random((number, 3))
    thermal = k_boltzmann*temperature
    samples = []
    for sweep in range(200):
        moves = rng.uniform(-2, 2, (number, 3))
        thresholds = -thermal*np.log(1-rng.random(number))
        for i in range(number):
            trial = (positions[i]+moves[i]) % box
            delta = np.array((positions[i], trial))[:, None, :]-positions
            delta -= box*np.rint(delta/box)
            distance = np.sqrt(np.einsum("ijk,ijk->ij", delta, delta))
            distance[:, i] = 1e6
            energy = potential(distance).sum(axis=1)
            if energy[1]-energy[0] < thresholds[i]:
                positions[i] = trial
        if sweep >= 40 and sweep % 4 == 0:
            samples.append(probe_shifts(positions, 600))
    return np.concatenate(samples)


random_box = np.concatenate([
    probe_shifts(box*rng.random((number, 3)), 50) for _ in range(600)])
# A fixed number in the box removes the variance of the total charge count.
random_box_sigma = np.sqrt(random_box.var()+random_box.mean()**2/number)
assert abs(random_box_sigma/sigma_cut-1) < 0.05

hot_temperature = 3000.0
hot = rearranged_shifts(hot_temperature)
inverse_length = 1/screening
total_inverse = np.sqrt(inverse_length**2+4*np.pi*density*coulomb
                        / (k_boltzmann*hot_temperature))
weak_variance = 4*np.pi*density*coulomb**2/(inverse_length+total_inverse)
weak_quad = quad(lambda q: density*(4*np.pi*coulomb)**2*q*q
                 / (2*np.pi**2*(q*q+inverse_length**2)
                    * (q*q+total_inverse**2)), 0, np.inf)[0]
assert abs(weak_quad/weak_variance-1) < 1e-7
weak_cut_sigma = np.sqrt(weak_variance-variance_between(0, exclusion))
number_correction = (inverse_length/total_inverse)**2*hot.mean()**2/number
hot_sigma = np.sqrt(hot.var()+number_correction)
# The weak-coupling theory and finite sampling each err by a few percent.
assert abs(hot_sigma/weak_cut_sigma-1) < 0.08
room_sigma = rearranged_shifts(300.0).std()
assert room_sigma < 0.9*sigma_cut


def show(label, value, unit_name, digits=4):
    print(f"{label}: {value:.{digits}g} {unit_name}".rstrip())


show("Charge density", density_cm3, "cm^-3")
show("Charge density in working units", density, "nm^-3")
show("Nitride relative permittivity", eps_nitride, "")
show("Screening length", screening, "nm")
show("Coulomb strength a", coulomb, "eV nm")
show("Bulk rms broadening sigma", sigma, "eV")
show("Bulk rms from radial quadrature", np.sqrt(variance_quad), "eV")
show("Mean shift for charges of one sign", mean_shift, "eV")
show("Mean number in screening sphere",
     density*4*np.pi*screening**3/3, "")
show("Radius containing half the variance", half_radius, "nm")
show("Mean number within that radius",
     density*4*np.pi*half_radius**3/3, "")
show("Actual full width at half maximum", fwhm, "eV")
show("Gaussian full width with same sigma", gaussian_fwhm, "eV")
show("Fraction within one sigma", within_one, "")
show("Fraction outside three sigma", outside_three, "", 3)
show("Exclusion radius", exclusion, "nm")
show("Rms with exclusion", sigma_cut, "eV")
show("Sampled rms, mixed signs, exclusion", mixed_cut.std(), "eV", 3)
show("Sampled rms, one sign, exclusion", same_cut.std(), "eV", 3)
show("Filled grounded gap thickness", gap, "nm")
show("Rms at middle of filled gap", gap_sigma, "eV")
show("Tunnel oxide thickness", tunnel, "nm")
show("Nitride thickness", film, "nm")
show("Blocking oxide thickness", blocking, "nm")
show("Oxide relative permittivity", eps_oxide, "")
show("Stack rms at nitride middle", stack_sigma, "eV")
show("Stack rms 1 nm from tunnel oxide", stack_low, "eV")
show("Stack rms 1 nm from blocking oxide", stack_high, "eV")
show("Effective screening at nitride middle", effective_screening, "nm")
show("One-sign smooth shift, std across film", smooth_std, "eV", 3)
show("One-sign smooth shift, range in film", smooth_range, "eV", 3)
show("One-sign tunnel oxide field", tunnel_field, "MV/cm", 3)
show("One-sign blocking oxide field", blocking_field, "MV/cm", 3)
show("Simulated random rms with exclusion", random_box_sigma, "eV", 3)
show("Control temperature", hot_temperature, "K")
show("Control rms from simulation", hot_sigma, "eV", 3)
show("Control rms from weak coupling", weak_cut_sigma, "eV", 3)
show("Rearranged rms at 300 K, exclusion", room_sigma, "eV", 2)
for temperature in (300.0, 523.0):
    thermal = k_boltzmann*temperature
    show(f"Thermal energy at {temperature:.0f} K", thermal, "eV")
    show(f"sigma/kT at {temperature:.0f} K", sigma/thermal, "", 3)
    show(f"Occupation-odds factor at {temperature:.0f} K",
         np.exp(sigma/thermal), "", 3)
print("every check passed")
```

Output:

```
Charge density: 1e+19 cm^-3
Charge density in working units: 0.01 nm^-3
Nitride relative permittivity: 7.5
Screening length: 5 nm
Coulomb strength a: 0.192 eV nm
Bulk rms broadening sigma: 0.1076 eV
Bulk rms from radial quadrature: 0.1076 eV
Mean shift for charges of one sign: 0.6032 eV
Mean number in screening sphere: 5.236
Radius containing half the variance: 1.733 nm
Mean number within that radius: 0.218
Actual full width at half maximum: 0.1863 eV
Gaussian full width with same sigma: 0.2534 eV
Fraction within one sigma: 0.765
Fraction outside three sigma: 0.0106
Exclusion radius: 0.3 nm
Rms with exclusion: 0.1013 eV
Sampled rms, mixed signs, exclusion: 0.102 eV
Sampled rms, one sign, exclusion: 0.103 eV
Filled grounded gap thickness: 10 nm
Rms at middle of filled gap: 0.1076 eV
Tunnel oxide thickness: 3 nm
Nitride thickness: 6 nm
Blocking oxide thickness: 6 nm
Oxide relative permittivity: 3.9
Stack rms at nitride middle: 0.1509 eV
Stack rms 1 nm from tunnel oxide: 0.1399 eV
Stack rms 1 nm from blocking oxide: 0.1496 eV
Effective screening at nitride middle: 9.827 nm
One-sign smooth shift, std across film: 0.0454 eV
One-sign smooth shift, range in film: 0.169 eV
One-sign tunnel oxide field: 1.74 MV/cm
One-sign blocking oxide field: 1.05 MV/cm
Simulated random rms with exclusion: 0.101 eV
Control temperature: 3000 K
Control rms from simulation: 0.0843 eV
Control rms from weak coupling: 0.083 eV
Rearranged rms at 300 K, exclusion: 0.058 eV
Thermal energy at 300 K: 0.02585 eV
sigma/kT at 300 K: 4.16
Occupation-odds factor at 300 K: 64.2
Thermal energy at 523 K: 0.04507 eV
sigma/kT at 523 K: 2.39
Occupation-odds factor at 523 K: 10.9
every check passed
```
